# The Tolman cone angle of an unsymmetrical phosphine: a numerical check

```python
# Result under test: a phosphine with substituent half-angles 60, 70, 80 deg
# has Tolman cone angle theta = (2/3)*(sum of half-angles) = 140 deg.
# Half-angle b: angle at the metal between the metal-P axis and the outermost
# tangent to a substituent's sphere; b = a + arcsin(r/R), where a is the polar
# angle of the sphere centre, R its distance from the metal, r its radius.
# The metal is at the origin and P lies on the z axis. Lengths in angstrom.
# Also tested: the smallest enclosing cone and the cone of equal solid angle
# agree with the Tolman mean to first order in the spread of half-angles.
import numpy as np
from scipy.optimize import brentq

METAL_P = 2.28
P_ATOM = 2.40
RADIUS = 1.20
AZIMUTHS = np.radians([0.0, 120.0, 240.0])
HALF_ANGLES = np.array([60.0, 70.0, 80.0])


def centre_polar(bend_deg, metal_p=METAL_P):
    """Polar angle (rad) and distance of a sphere centre seen from the metal."""
    bend = np.radians(bend_deg)
    across = P_ATOM * np.sin(bend)
    along = metal_p - P_ATOM * np.cos(bend)
    return np.arctan2(across, along), np.hypot(across, along)


def half_angle(bend_deg, metal_p=METAL_P, radius=RADIUS):
    polar, distance = centre_polar(bend_deg, metal_p)
    return np.degrees(polar + np.arcsin(radius / distance))


def bends_for(half_angles):
    """Metal-P-atom angles (deg) that produce the wanted half-angles."""
    return np.array([brentq(lambda g: half_angle(g) - b, 50.0, 150.0,
                            xtol=1e-12) for b in half_angles])


def tolman(half_angles):
    return 2.0 / 3.0 * np.sum(half_angles)


def sampled_half_angle(bend_deg):
    """Largest polar angle found on the sphere surface, by direct sampling."""
    polar, distance = centre_polar(bend_deg)
    u = np.linspace(0.0, np.pi, 721)[:, None]
    v = np.linspace(0.0, 2.0 * np.pi, 1441)[None, :]
    x = distance * np.sin(polar) + RADIUS * np.sin(u) * np.cos(v)
    y = RADIUS * np.sin(u) * np.sin(v)
    z = distance * np.cos(polar) + RADIUS * np.cos(u)
    return np.degrees(np.max(np.arctan2(np.hypot(x, y), z)))


def enclosing_cone(bends):
    """Smallest full cone angle (deg) holding all spheres, and axis tilt."""
    polar, distance = centre_polar(bends)
    sphere_half_width = np.arcsin(RADIUS / distance)
    centres = np.array([np.sin(polar) * np.cos(AZIMUTHS),
                        np.sin(polar) * np.sin(AZIMUTHS), np.cos(polar)])
    x0, y0, span = 0.0, 0.0, np.radians(20.0)
    for _ in range(7):
        x, y = np.meshgrid(x0 + np.linspace(-span, span, 81),
                           y0 + np.linspace(-span, span, 81))
        tilt, turn = np.hypot(x, y), np.arctan2(y, x)
        axis = np.stack([np.sin(tilt) * np.cos(turn),
                         np.sin(tilt) * np.sin(turn), np.cos(tilt)], axis=-1)
        needed = np.arccos(np.clip(axis @ centres, -1, 1)) + sphere_half_width
        worst = needed.max(axis=-1)
        best = np.unravel_index(np.argmin(worst), worst.shape)
        x0, y0 = x[best], y[best]
        span /= 10.0
    return 2.0 * np.degrees(worst[best]), np.degrees(np.hypot(x0, y0))


def solid_angle_cone(half_angles):
    return 2.0 * np.degrees(np.arccos(np.mean(np.cos(np.radians(half_angles)))))


bends = bends_for(HALF_ANGLES)
polars, distances = centre_polar(bends)
theta = tolman(HALF_ANGLES)

# Half-angle formula against direct sampling of the sphere surfaces.
sampled = np.array([sampled_half_angle(g) for g in bends])
assert np.allclose(sampled, HALF_ANGLES, atol=0.002)

# Symmetric parents: searched enclosing cone is twice the half-angle, untilted.
parents = np.array([enclosing_cone(np.full(3, g))[0] for g in bends])
assert np.allclose(parents, 2.0 * HALF_ANGLES, atol=0.001)

# Tolman angle: mean of measured full angles, and mean of the parent cones.
assert abs(np.mean(2.0 * sampled) - theta) < 0.004
assert abs(np.mean(parents) - theta) < 0.001
assert abs(theta - 140.0) < 1e-10

# Solid angle of three 120-degree sectors, by counting even directions.
count = 400000
index = np.arange(count)
cos_polar = 1.0 - (2.0 * index + 1.0) / count
azimuth = (index * np.pi * (3.0 - np.sqrt(5.0))) % (2.0 * np.pi)
sector = np.minimum((azimuth / (2.0 * np.pi / 3.0)).astype(int), 2)
covered = np.mean(np.degrees(np.arccos(cos_polar)) < HALF_ANGLES[sector])
counted_cone = 2.0 * np.degrees(np.arccos(1.0 - 2.0 * covered))
solid_cone = solid_angle_cone(HALF_ANGLES)
assert abs(counted_cone - solid_cone) < 0.05

# Second-order excess laws, checked where the spread is small.
middle_polar = polars[1]
mean_half = np.radians(np.mean(HALF_ANGLES))


def excess_laws(half_angles):
    variance = np.var(np.radians(half_angles))
    return (np.degrees(variance / np.tan(middle_polar)),
            np.degrees(variance / np.tan(mean_half)))


narrow = np.array([68.0, 70.0, 72.0])
narrow_enclosing = enclosing_cone(bends_for(narrow))[0] - tolman(narrow)
narrow_solid = solid_angle_cone(narrow) - tolman(narrow)
narrow_laws = excess_laws(narrow)
assert abs(narrow_enclosing / narrow_laws[0] - 1.0) < 0.03
assert abs(narrow_solid / narrow_laws[1] - 1.0) < 0.03

enclosing, axis_tilt = enclosing_cone(bends)
laws = excess_laws(HALF_ANGLES)

# Effects that one fixed cone angle leaves out.
longer_bond = tolman(half_angle(bends, metal_p=METAL_P + 0.1)) - theta
smaller_sphere = tolman(half_angle(bends, radius=RADIUS - 0.1)) - theta
bent = bends.copy()
bent[2] -= 5.0
bent_shift = tolman(half_angle(bent)) - theta
assert longer_bond < 0 and smaller_sphere < 0 and bent_shift > 0

print(f"metal-P distance: {METAL_P:.2f} angstrom")
print(f"P-outer atom distance: {P_ATOM:.2f} angstrom")
print(f"sphere radius: {RADIUS:.2f} angstrom")
for k in range(3):
    print(f"substituent {k + 1}: half-angle {HALF_ANGLES[k]:.1f} deg")
    print(f"  metal-P-atom angle: {bends[k]:.2f} deg")
    print(f"  distance R from metal: {distances[k]:.3f} angstrom")
    print(f"  centre polar angle a: {np.degrees(polars[k]):.2f} deg")
    print(f"  arcsin(r/R): {np.degrees(np.arcsin(RADIUS / distances[k])):.2f} deg")
    print(f"  half-angle by sampling: {sampled[k]:.3f} deg")
    print(f"  symmetric parent cone: {parents[k]:.2f} deg")
print(f"sum of half-angles: {HALF_ANGLES.sum():.1f} deg")
print(f"mean half-angle: {HALF_ANGLES.mean():.1f} deg")
print(f"Tolman cone angle: {theta:.1f} deg")
print(f"Tolman cone angle: {np.radians(theta):.4f} rad")
print(f"smallest enclosing cone: {enclosing:.2f} deg")
print(f"tilt of its axis: {axis_tilt:.2f} deg")
print(f"its excess over Tolman: {enclosing - theta:.3f} deg")
print(f"second-order estimate of it: {laws[0]:.3f} deg")
print(f"equal-solid-angle cone: {solid_cone:.2f} deg")
print(f"same cone by counting: {counted_cone:.2f} deg")
print(f"its excess over Tolman: {solid_cone - theta:.3f} deg")
print(f"second-order estimate of it: {laws[1]:.3f} deg")
print("narrow test, half-angles 68, 70, 72 deg:")
print(f"  enclosing excess: {narrow_enclosing:.4f} deg")
print(f"  its estimate: {narrow_laws[0]:.4f} deg")
print(f"  solid-angle excess: {narrow_solid:.4f} deg")
print(f"  its estimate: {narrow_laws[1]:.4f} deg")
print(f"shift, bond longer by 0.1 angstrom: {longer_bond:.2f} deg")
print(f"shift, radius smaller by 0.1 angstrom: {smaller_sphere:.2f} deg")
print(f"shift, substituent 3 bent in by 5 deg: {bent_shift:.2f} deg")
print("finished without a failed check")
```

Printed output:

```
metal-P distance: 2.28 angstrom
P-outer atom distance: 2.40 angstrom
sphere radius: 1.20 angstrom
substituent 1: half-angle 60.0 deg
  metal-P-atom angle: 101.17 deg
  distance R from metal: 3.616 angstrom
  centre polar angle a: 40.62 deg
  arcsin(r/R): 19.38 deg
  half-angle by sampling: 60.000 deg
  symmetric parent cone: 120.00 deg
substituent 2: half-angle 70.0 deg
  metal-P-atom angle: 86.88 deg
  distance R from metal: 3.219 angstrom
  centre polar angle a: 48.11 deg
  arcsin(r/R): 21.89 deg
  half-angle by sampling: 70.000 deg
  symmetric parent cone: 140.00 deg
substituent 3: half-angle 80.0 deg
  metal-P-atom angle: 74.18 deg
  distance R from metal: 2.824 angstrom
  centre polar angle a: 54.85 deg
  arcsin(r/R): 25.15 deg
  half-angle by sampling: 80.000 deg
  symmetric parent cone: 160.00 deg
sum of half-angles: 210.0 deg
mean half-angle: 70.0 deg
Tolman cone angle: 140.0 deg
Tolman cone angle: 2.4435 rad
smallest enclosing cone: 141.05 deg
tilt of its axis: 11.60 deg
its excess over Tolman: 1.051 deg
second-order estimate of it: 1.044 deg
equal-solid-angle cone: 140.42 deg
same cone by counting: 140.42 deg
its excess over Tolman: 0.422 deg
second-order estimate of it: 0.423 deg
narrow test, half-angles 68, 70, 72 deg:
  enclosing excess: 0.0418 deg
  its estimate: 0.0417 deg
  solid-angle excess: 0.0169 deg
  its estimate: 0.0169 deg
shift, bond longer by 0.1 angstrom: -3.58 deg
shift, radius smaller by 0.1 angstrom: -3.87 deg
shift, substituent 3 bent in by 5 deg: 2.91 deg
finished without a failed check
```
